# Why reversing every spin leaves spin-induced polarization unchanged

To calculate the switchable polarization of a magnet whose spin order makes it ferroelectric, one needs two polar end states and the difference between their polarizations. The first is the relaxed ground state, and the second must be chosen. It is tempting to reverse every spin, since the spins caused the polarization. That choice gives a difference of zero, however well the calculation is converged. A chain of two kinds of magnetic ion shows why, and shows which spins must be reversed instead.

## A chain that refuses to switch

Ions A and B alternate along a chain at mean spacing $a$. They carry classical spins $\mathbf S_i$ of unit length, and the physical spin length is absorbed in the exchange energy $J(r)$. A bond of length $r$ contributes $J(r)\,\mathbf S_i\cdot\mathbf S_j$, so positive $J$ favours antiparallel neighbours. Second neighbours interact with a fixed energy $J_2$. Atomic units are used in the algebra, so the elementary charge is 1.

Let sublattice B move by $u=u_B-u_A$ relative to A. The A–B bond becomes $a+u$ and the next bond, B–A′, becomes $a-u$. Write $c_1=\mathbf S_A\cdot\mathbf S_B$ and $c_2=\mathbf S_B\cdot\mathbf S_{A'}$, and let $k$ be the stiffness of each bond. The part of the energy per AB pair that depends on $u$ is contained in

$$E(u)=J(a+u)\,c_1+J(a-u)\,c_2+\tfrac12ku^2+\tfrac12ku^2 .$$

The second-neighbour term is absent because the A–A′ and B–B′ distances stay at $2a$. To first order in $u$, $J(a\pm u)=J(a)\pm J'u$ with $J'=dJ/dr$ at $r=a$, so

$$E(u)=J(a)(c_1+c_2)+J'u\,(c_1-c_2)+ku^2 .$$

The next term, $\tfrac12J''u^2(c_1+c_2)$, vanishes for the states below, which have $c_2=-c_1$. Setting $dE/du=J'(c_1-c_2)+2ku$ to zero gives

$$u=-\frac{J'(c_1-c_2)}{2k}.$$

The ions have Born charges $-Z$ and $+Z$, which are the changes of dipole per unit displacement. The dipole per pair is $-Zu_A+Zu_B=Zu$, and with volume $\Omega$ per pair

$$P=\frac{Zu}{\Omega}=-\frac{ZJ'}{2k\Omega}\,(c_1-c_2).$$

This is exchange striction: the lattice shifts because parallel and antiparallel bonds prefer different lengths.

Now take the order up-up-down-down, written UUDD for the sites A, B, A′, B′. Here $c_1=+1$ and $c_2=-1$. Reversing every spin gives DDUU, and each product keeps its value because $(-\mathbf S_i)\cdot(-\mathbf S_j)=\mathbf S_i\cdot\mathbf S_j$. The forces on the ions are the same, and so is $P$. Reversing only the B spins gives UDDU, for which $c_1=-1$ and $c_2=+1$. Then $u$ and $P$ change sign.

**Numbers.** Take $J(r)=J_1e^{-(r-a)/\ell}$ with $J_1=0.004$ eV and $\ell=0.3$ Å. The slope is $J'=-0.004/0.3=-0.01333$ eV/Å. With $k=6$ eV/Å$^2$,

$$u=\frac{0.01333\times2}{2\times6}=0.00222\ \text{Å}.$$

For $Z=3$ the dipole per pair is $3\times0.002222=0.00667$ $e$Å. A spacing of 3.8 Å and an area of 15 Å$^2$ per chain give $\Omega=2\times3.8\times15=114$ Å$^3$, hence

$$P=\frac{0.006667}{114}=5.85\times10^{-5}\ e/\text{Å}^2=0.094\ \mu\text{C/cm}^2 .$$

With $J_2=0.003$ eV and spins restricted to up or down, all 256 states of an eight-site ring were relaxed with the full exponential $J(r)$. The four lowest are UUDD and DDUU, with $P=+0.094$ µC/cm$^2$, and UDDU and DUUD, with $P=-0.094$ µC/cm$^2$. The full relaxation changes $u$ by only about 3 parts in $10^5$ of its value. The switchable difference is therefore $2P=0.19$ µC/cm$^2$, and it is found between UUDD and UDDU with the ions relaxed in each state. If the ions were left at their UUDD positions, the ionic part computed here would not change at all.

A continuous rotation shows the same distinction. Turn all B spins by an angle $\theta$ against the A spins. Then $c_1=\cos\theta$ and $c_2=\cos(\pi-\theta)=-\cos\theta$, so $P(\theta)=P(0)\cos\theta$. The relaxed chain gives 0.047 µC/cm$^2$ at $60^\circ$, zero at $90^\circ$ and $-0.094$ µC/cm$^2$ at $180^\circ$. Turning A and B together changes no product and leaves $P$ alone. These angles are imposed; the anisotropy energy that resists such a rotation is not included.

## The general statement

The chain had scalar products built into it. The result is wider:

*In a static state without an applied magnetic field, the state with all spins reversed, taken as the time-reversed partner of the first, has the same polarization: $\mathbf P(-\mathbf S)=\mathbf P(\mathbf S)$.*

Time reversal is represented by an operator $\Theta$. For one electron $\Theta=-i\sigma_yK$, where $K$ is complex conjugation; for several electrons there is one such spin factor for each. It is antiunitary: $\langle\Theta\phi|\Theta\psi\rangle=\langle\psi|\phi\rangle$.

*Position is even.* $K$ does not alter the real multiplication by $\mathbf r$, and $\sigma_y$ acts on spin alone, so $\Theta\mathbf r\Theta^{-1}=\mathbf r$.

*Momentum and spin are odd.* $K$ turns $\mathbf p=-i\nabla$ into $+i\nabla=-\mathbf p$. For spin, conjugation changes the sign of $\sigma_y$ only, while multiplication by $\sigma_y$ on both sides changes the signs of $\sigma_x$ and $\sigma_z$ only. Together they reverse all three components.

*Expectation values follow.* Let $O$ be Hermitian with $\Theta O\Theta^{-1}=\eta O$ and $\eta=\pm1$. Then $O\Theta=\eta\,\Theta O$, and

$$\langle\Theta\psi|O|\Theta\psi\rangle=\eta\,\langle\Theta\psi|\Theta O\psi\rangle=\eta\,\langle O\psi|\psi\rangle=\eta\,\langle\psi|O|\psi\rangle .$$

The spin expectation value changes sign and the electronic dipole does not.

*The partner is also an equilibrium state.* The kinetic energy is quadratic in $\mathbf p$, the Coulomb energy depends on positions, and spin-orbit coupling, of the form $\mathbf S\cdot(\nabla V\times\mathbf p)$, contains two odd factors. Hence $\Theta H\Theta^{-1}=H$. To select a magnetic state, add local fields $\mathbf h_i$ that act on the spins:

$$H_{\mathbf h}=H-\sum_i\mathbf h_i\cdot\mathbf S_i,\qquad \Theta H_{\mathbf h}\Theta^{-1}=H_{-\mathbf h}.$$

If $\psi$ is the ground state of $H_{\mathbf h}$, then $\Theta\psi$ is the ground state of $H_{-\mathbf h}$ with the same energy. This holds for every set of ion positions, so the two energy surfaces coincide and the ions have the same equilibrium positions. Ionic and electronic dipoles are both unchanged, which proves the statement for a finite sample.

In an insulating crystal the electronic polarization is given by the centres of localized Wannier functions. $\Theta$ commutes with lattice translations and maps the occupied functions of one state onto those of the other, with the same centres. The polarizations therefore agree up to the usual quantum, a lattice vector times $e$ divided by the cell volume, and must be compared on the same branch.

A cluster of four sites with four electrons, spin-orbit hopping and noncollinear local fields shows the theorem without any assumed spin product. Its ions are held fixed. Diagonalization gives the dipole $(0.474,\,0.461,\,0.123)$ $e$Å, and the same values after all local fields are reversed, while the total spin changes sign. Reversing one local field alone gives $(0.067,\,0.295,\,0.010)$ $e$Å.

## Which spin terms can appear

Expand $\mathbf P$ in powers of the local moments. Terms with an odd number of spins change sign under total reversal and must vanish. Without spin-orbit coupling, a common rotation of all spins also leaves $\mathbf P$ unchanged, and the scalar product is the one rotation-invariant combination of two vectors that is linear in each. For moments of fixed length, $\mathbf S_i\cdot\mathbf S_i$ is a constant and is counted in $\mathbf P_0$. Therefore

$$\mathbf P=\mathbf P_0+\sum_{i<j}\boldsymbol\pi_{ij}\,\mathbf S_i\cdot\mathbf S_j+\text{fourth order}.$$

In the same cluster, with spin-orbit coupling switched off and weak local fields, the coefficients $\boldsymbol\pi_{ij}$ were obtained from collinear states and used to predict a noncollinear one. For local fields of 0.02 eV the predicted pair contribution differs from the direct one by 0.3% of its size. For weak fields the difference grows as the square of the field; it is 1.3% at 0.04 eV and 27% at 0.2 eV, where the higher-order terms can no longer be dropped.

Spin-orbit coupling allows other bilinear terms, such as $\mathbf S_i\times\mathbf S_j$. They are even as well, since $(-\mathbf S_i)\times(-\mathbf S_j)=\mathbf S_i\times\mathbf S_j$. Evenness permits a polarization but does not create one: if spatial inversion maps the spin pattern and the lattice onto themselves, $\mathbf P$ equals $-\mathbf P$. It then vanishes in a finite sample. In a crystal the formal value can be zero or half a quantum, and there is no switchable part.

## When a magnetic field is held fixed

Time reversal also reverses an applied field $\mathbf B$, so the rule becomes $\mathbf P(\mathbf S,\mathbf B)=\mathbf P(-\mathbf S,-\mathbf B)$. Reversing the spins at fixed $\mathbf B$ is a different operation. For a field of strength $B$ along a fixed direction, write the linear response as $\boldsymbol\alpha(\mathbf S)B$. Then

$$\mathbf P(-\mathbf S,B)-\mathbf P(\mathbf S,B)=\mathbf P(\mathbf S,-B)-\mathbf P(\mathbf S,B)=-2\boldsymbol\alpha(\mathbf S)B+O(B^3).$$

The linear magnetoelectric part does change sign. In a material with no spontaneous polarization it can be the leading part, and total spin reversal at fixed field then reverses the leading polarization. In the cluster, with spin-orbit coupling restored, all local fields are reversed at fixed $\mathbf B$, without any tilt in response to it. The resulting change of the dipole at 10 T is $(3.6,\,1.5,\,1.0)\times10^{-4}$ $e$Å, about 0.06% of the dipole. It doubles at 20 T.

## The chain beside real magnets

The chain parameters are round numbers, meant as rough typical values for manganite-type magnets with up-up-down-down order. Polarizations of spin-driven ferroelectrics are very roughly 0.01 to 1 µC/cm$^2$, and the model falls inside that range. The ratio $J_2/J_1=0.75$ is large; it was chosen to stabilize the order for spins held to one axis, which requires $J_2/J_1>1/2$. Exchange alone would not hold them there. A spiral with angle $q$ between neighbours has energy $J_1\cos q+J_2\cos2q$ per ion, and its minimum, at $\cos q=-J_1/(4J_2)$, lies $J_1^2/(8J_2)=0.00067$ eV below the UUDD value $-J_2$. The restriction to up and down therefore assumes an easy-axis anisotropy, of roughly 0.0015 eV per ion or more for these parameters. In perovskite manganites the ions that carry this order are all manganese and displaced oxygen ions matter, so the alternating chain represents the symmetry argument and not their detailed structure. One large omission is electronic charge transfer at fixed ions. On an antiparallel bond an electron can hop virtually to its neighbour; on a parallel bond, with one orbital per ion, the exclusion principle forbids it. With a repulsion of 4 eV, a level offset of 1 eV and the hopping matched to $J_1$, a net 0.00106 $e$ moves across the 3.8 Å bond. That is a dipole of 0.0040 $e$Å, or 60% of the ionic one. It adds if the electron level is lower on B, giving about 0.15 µC/cm$^2$, and subtracts if it is lower on A. It obeys the same reversal rule.

Temperature enters through kinks, places where two antiparallel bonds follow each other and the sign of $P$ changes. A ten-site ring cannot be perfectly ordered: that would need five antiparallel bonds, and a closed ring always has an even number. Its lowest state holds two kinks, with four parallel and six antiparallel bonds, which contribute $-2J_1$. Of its ten second-neighbour pairs, two are parallel and eight antiparallel, which contribute $-6J_2$. Perfect order would have $-10J_2$, so with spins held strictly up or down each kink costs

$$\tfrac12(4J_2-2J_1)=2J_2-J_1=0.002\ \text{eV}.$$

At 5 K, $k_BT=0.00043$ eV and the Boltzmann factor is about 0.01. With an anisotropy energy $-D S_z^2$ per ion, an isolated kink keeps its spins on the axis for $D$ of about 0.0025 eV or more, and the two kinks of the ten-site ring need about 0.003 eV. These are requirements of this model and not measured manganite values. Near the minimum of 0.0015 eV the spins tilt away from the axis. An isolated kink then costs roughly half as much, and the two kinks of the ten-site ring, which merge into a piece of spiral, cost only about 0.0001 eV each, so such defects become much more common. Since this cost is finite, an isolated long chain contains kinks at any nonzero temperature and its polarization averages to zero. The result above assumes that coupling between chains holds the order.

An electric field of 0.1 MV/cm, or 0.001 V/Å, adds a displacement $ZE/(2k)=3\times0.001/12=0.00025$ Å, which is 11% of $u$. This fraction belongs to the model, whose lattice susceptibility is only about 1.2. With a susceptibility of order 20, as in manganites, the same field induces about 0.18 µC/cm$^2$, more than the spontaneous value found here. It also favours one sign of $P$ by $2\times0.00667\times0.001=1.3\times10^{-5}$ eV per pair. It does not distinguish UUDD from DDUU, because their dipoles are equal. Once the sign of $P$ for UUDD is known, from $J'$, $Z$ and the electronic part, a measured sign fixes the relative orientation of the two sublattices. It leaves the overall sign of the spins undetermined. The numerical output below lists most of the values used here.

## Computed values

```
ELECTRON CLUSTER (symmetry demonstration)
hopping, spin-orbit scale: 0.4, 0.1 eV
exchange splitting parameter: 1.5 eV
gap: 1.203 eV
dipole, original (e angstrom): 0.473718 0.460625 0.122689
dipole, all reversed (e angstrom): 0.473718 0.460625 0.122689
dipole, one reversed (e angstrom): 0.067463 0.295056 0.009863
sum of sigma, original: 0.1324 0.6347 0.9031
sum of sigma, all reversed: -0.1324 -0.6347 -0.9031
fixed magnetic field: 10 T
dipole change at fixed B (e angstrom): 3.587e-04 1.501e-04 9.790e-05
same at twice B (e angstrom): 7.174e-04 3.003e-04 1.958e-04
weak exchange for pair test: 0.02 eV
pair part, direct (e angstrom): 5.161e-05 -3.657e-05 1.303e-05
pair part, predicted (e angstrom): 5.150e-05 -3.639e-05 1.301e-05
relative error of pair form: 3.28e-03
CHAIN (rough model parameters)
J1, J2: 0.004, 0.003 eV
decay length of J: 0.3 angstrom
dJ/dr: -0.01333 eV/angstrom
bond stiffness: 6.0 eV/angstrom^2
Born charge Z: 3.0 e
ion spacing: 3.8 angstrom
area per chain: 15.0 angstrom^2
volume per AB pair: 114.0 angstrom^3
displacement u, formula: 0.002222 angstrom
displacement u, relaxed: 0.002222 angstrom
nonlinear correction / u: 2.74e-05
dipole per pair: 0.006667 e angstrom
polarization: 5.8481e-05 e/angstrom^2
polarization: 0.0937 uC/cm2
domain UUDD: P = +0.0937 uC/cm2
domain UDDU: P = -0.0937 uC/cm2
domain DUUD: P = -0.0937 uC/cm2
domain DDUU: P = +0.0937 uC/cm2
B turned 0 deg: P = +0.0937 uC/cm2
B turned 60 deg: P = +0.0468 uC/cm2
B turned 90 deg: P = +0.0000 uC/cm2
B turned 120 deg: P = -0.0468 uC/cm2
B turned 180 deg: P = -0.0937 uC/cm2
NEGLECTED EFFECTS
kink energy: 0.002003 eV
kT at 5 K: 0.000431 eV
kink Boltzmann factor: 0.0096
bond repulsion, level offset: 4.0, 1.0 eV
bond transfer energy: 0.1225 eV
charge moved on antiparallel bond: 0.001057 e
electronic dipole per pair: 0.004018 e angstrom
electronic / ionic dipole: 0.603
measuring electric field: 0.1 MV/cm
field-induced / spontaneous dipole: 0.113
domain energy difference per pair: 1.333e-05 eV
```
